Mean coordination and nominal constraint count of amorphous hafnia

**Problem**

An amorphous hafnium dioxide film serves as the insulator of a gate stack. Its composition is HfO₂ and every bond joins a hafnium atom to an oxygen atom. On average a hafnium atom has 7 bonds and an oxygen atom has 3.5.

(a) What is the mean number of bonds per atom?

(b) Treat every bond length and every independent angle between bonds at an atom as one mechanical constraint. How many constraints are there per atom?

(c) Is the network overconstrained, and on which forces does the answer depend?

The count in (b) is the nominal Phillips–Thorpe count. "Nominal" means that a constraint is counted even if it already follows from others elsewhere in the network. All averages are over atoms, not over formula units. An oxygen coordination of 3.5 belongs to no single atom; it can arise from equal numbers of threefold and fourfold oxygens.

**First estimate by scaling**

Let r be the mean coordination. A bond has one length and is shared by two atoms, so lengths contribute r/2 per atom. A bond direction in space is given by two numbers, so fixing the directions around an atom takes about 2r conditions. For large r the count therefore grows as

n ≈ r/2 + 2r = 5r/2.

The midpoint between 3.5 and 7 is 5.25. Oxygen is the more numerous species, which pulls the mean down, so r ≈ 5 is a reasonable guess. This gives

n ≈ 5 × 5/2 = 12.5.

An atom has three coordinates, so the estimate already suggests far more constraints than degrees of freedom. It has two faults: the species were not properly weighted, and the conditions on directions were overcounted.

**Exact solution of the counting problem**

*Mean coordination.* One formula unit holds one hafnium and two oxygen atoms, so the atom fractions are 1/3 and 2/3. The given coordinations must first agree with each other. Each bond has one hafnium end and one oxygen end, so both ways of counting the bonds of a formula unit must give the same number:

1 × 7 = 2 × 3.5 = 7.

They do. The mean over atoms is

r = (1/3) × 7 + (2/3) × 3.5 = 7/3 + 7/3 = 14/3 ≈ 4.67.

The two species contribute equally because each supplies one end of every bond.

*Lengths.* An atom i with rᵢ bonds owns half of each, hence rᵢ/2 length constraints. The average is

r/2 = 7/3 ≈ 2.33 per atom.

*Angles.* An atom with rᵢ bonds has rᵢ(rᵢ − 1)/2 angles between pairs of bonds, but these are not all independent. The independent ones can be counted by adding bonds one at a time.

The first two bonds, if not collinear, form one angle. Now add a third bond that does not lie in their plane. Its angles to the first two bonds fix its direction, apart from a mirror image on the other side of the plane. A small displacement cannot carry the bond to that mirror image, so these two angles are two independent constraints. A fourth or later bond outside the plane of the first two is fixed in the same way by its angles to those two, and its angles to the other bonds already present then follow. Every bond after the second thus adds two, and the total is

1 + 2(rᵢ − 2) = 2rᵢ − 3, for rᵢ ≥ 2.

The same result follows from symmetry. The rᵢ directions contain 2rᵢ numbers, and a common rotation, which has three parameters, changes no angle. The scaling estimate missed this subtraction of 3.

For a sevenfold hafnium atom there are 7 × 6/2 = 21 angles, of which 2 × 7 − 3 = 11 are independent. An atom with a single bond has no angle at all, whereas the formula would give −1, so it must not be used there. Special geometries, such as an atom whose only three bonds lie in one plane, can also lower the number of constraints that act to first order in the displacements.

*Average over the network.* An atom with at least two bonds in general directions carries

nᵢ = rᵢ/2 + (2rᵢ − 3) = 5rᵢ/2 − 3.

This is linear in rᵢ, so its average depends on the mean coordination alone:

n = 5r/2 − 3.

The oxygen atoms show how this works. A threefold oxygen carries 1.5 + 3 = 4.5 constraints and a fourfold one carries 2 + 5 = 7. In equal numbers they average to 5.75, which is also 5 × 3.5/2 − 3. If the mean of 3.5 came instead from equal numbers of onefold and sixfold atoms, the counts would be 0.5 and 12, with average 6.25. Linearity fails in that case because one of the atoms has fewer than two bonds.

For hafnia,

n = (5/2)(14/3) − 3 = 35/3 − 9/3 = 26/3 ≈ 8.67 per atom.

Split by origin, and averaged over all atoms, the parts are

lengths: 7/3 ≈ 2.33,

hafnium angles: (1/3)(2 × 7 − 3) = 11/3 ≈ 3.67,

oxygen angles: (2/3)(2 × 3.5 − 3) = 8/3 ≈ 2.67,

and 7/3 + 11/3 + 8/3 = 26/3.

**Comparison of the estimate with the solution**

The estimate of 12.5 exceeds the solution by 3.83, or 44 % of the solution. Both causes can be traced. Common rotations account for 3. The guess r ≈ 5 in place of 14/3 accounts for (5/2)(5 − 14/3) = 5/6 ≈ 0.83. The scaling law gives the correct slope, 5/2 constraints per unit of coordination, but it omits a constant that is not small at these coordinations.

The constant also shifts the coordination at which constraints and degrees of freedom balance. Setting n = 3 gives

5r/2 − 3 = 3, so r = 12/5 = 2.4.

The scaling law without the constant would put the balance at r = 6/5 = 1.2. If every atom has at least two bonds in general directions, a large network below r = 2.4 has too few constraints to be rigid. One above it has more constraints than degrees of freedom, although a sparsely bonded part of it may still be floppy. Hafnia, at 4.67, lies far above.

**What the excess means**

The nominal excess is 26/3 − 3 = 17/3 ≈ 5.67 per atom. It does not mean that 8.67 coordinates per atom have been fixed, since there are only three. The excess constraints are redundant: to first order, they restrict motions that other constraints already restrict. If the preferred lengths and angles are not mutually compatible, the network cannot satisfy them all, and some stress remains even with no external load.

A finite network makes the distinction concrete. Take 32 hafnium and 64 oxygen atoms in a periodic cell of fixed shape, with hafnium coordinations of 6, 7 and 8 and oxygen coordinations of 3 and 4, chosen to have means of 7 and 3.5. It has 224 bonds. The independent angles at each atom, found from the rank of the derivatives of the angles, add up to 608. The nominal count is

(224 + 608)/96 = 832/96 ≈ 8.67,

in agreement with the formula despite the spread of coordinations. The 96 atoms have 288 degrees of freedom. The rank of the complete set of constraints is 285, which leaves only the three uniform translations free. The other 832 − 285 = 547 constraints are redundant, or 5.70 per atom. This is larger than 5.67 by 3/96 ≈ 0.03, the share of the translations. The atoms were placed at random and not relaxed, and the mean bond length of 0.281 nm is well above a realistic value. The network therefore tests the counting and the rigidity, not the atomic structure of hafnia.

**Which forces make the network rigid**

The count assumes that every angle resists bending. This is natural for directional covalent bonds but doubtful for an oxide as ionic as hafnia. The opposite limit keeps the lengths alone:

n = 7/3 ≈ 2.33 < 3.

The network is then underconstrained. In the 96-atom cell all 224 length constraints are independent, and 288 − 224 = 64 motions remain free. Three of these are translations; the other 61 deform the network without changing any bond length to first order. This limit is not a model of an ionic oxide. It leaves out the repulsion between neighbouring oxygens and the long-range Coulomb forces, which are central forces and can make a solid rigid with no angle-dependent force at all. With the Hf–O lengths fixed, a fixed distance between two oxygens bonded to the same hafnium fixes the angle at that hafnium, so such contacts act as angle constraints in the count.

Between the limits, angles at one species may be stiff and those at the other soft:

oxygen angles stiff: 7/3 + 8/3 = 5.00,

hafnium angles stiff: 7/3 + 11/3 = 6.00.

Both values exceed 3, and in the test network either set of angles suffices to reach rank 285. At the level of the mean count, a fraction f of active angle constraints gives n = 7/3 + (19/3)f. This equals 3 at f = 2/19, about one tenth. The answer to (c) is therefore conditional: the network is overconstrained if more than about a tenth of the angle constraints are effective, whether through directional bonding or through oxygen–oxygen contacts, and it is floppy only if nothing but the Hf–O lengths is constrained.

**A thin gate film**

Consider a film of thickness t = 2.0 nm with a rough Hf–O bond length d = 0.21 nm. Near a bare face some bonds would point out of the film and are missing. For isotropic bonds, an atom at depth z < d loses a given bond with probability (1 − z/d)/2. Averaged over the thickness, one face removes the fraction

(1/t) ∫₀ᵈ (1 − z/d)/2 dz = (1/t)(d/2 − d/4) = d/(4t).

Two faces remove d/(2t) = 0.21/4.0 = 5.25 % of the bond ends. With the bulk mean of 4.67,

r = 4.67 × (1 − 0.0525) ≈ 4.42,

n = (5/2) × 4.42 − 3 ≈ 8.05.

Random sampling of depths and of independent bond directions gives 8.08. It comes out higher because some surface atoms keep fewer than two bonds. The linear formula assigns −1 angles to an atom with one bond and −3 to an atom with none, where the true number is zero.

**Beside real gate oxides**

A thickness of about 2 nm is in the range used for gate insulators. Coordinations near 7 for hafnium and between 3 and 4 for oxygen are reasonable for dense hafnia, but in an amorphous film they depend on density, on preparation and on the distance up to which a neighbour is counted as bonded. With 6 and 3 instead, the mean coordination is 4.00 and the nominal count is 7.00. Geometry matters too: in crystalline monoclinic hafnia the threefold oxygens are nearly planar. If half of the oxygens were threefold and exactly planar, each of these would lose one angle constraint to first order, and the count would fall from 8.67 to 8.33. The loss of 0.6 constraints per atom holds for bare faces; it is smaller where bonds to the neighbouring layers replace the missing ones. The assumption most open to doubt is that all angles are stiff: relaxing it can move the count anywhere from 8.67 down to 2.33, although the lower end ignores oxygen–oxygen repulsion and does not describe a real ionic oxide. Temperature does not enter the count, but angle constraints made ineffective by thermal motion would shift it within that same range. The value 8.67 is thus a property of the stated coordinations and counting rule, not a measured stiffness. The numerical output lists the main values; the others follow from them by simple arithmetic.

Calculated quantities

```
BULK COUNT (per atom unless stated)
Hf coordination: 7.0 bonds
O coordination: 3.5 bonds
Hf atom fraction: 0.3333
O atom fraction: 0.6667
mean coordination: 4.67 bonds
stretching constraints: 2.33
Hf bending constraints, averaged over all atoms: 3.67
O bending constraints, averaged over all atoms: 2.67
nominal constraints: 8.67
nominal excess over 3: 5.67
threshold mean coordination: 2.40 bonds
INDEPENDENT ANGLES AT ONE ATOM (from rank)
1 bonds: 0 angles
2 bonds: 1 angles
3 bonds: 3 angles
4 bonds: 5 angles
5 bonds: 7 angles
6 bonds: 9 angles
7 bonds: 11 angles
8 bonds: 13 angles
TEST NETWORK
atoms: 96 (Hf 32, O 64)
bonds: 224
mean bond length, unrelaxed: 0.281 nm
sum of local independent angles: 608
nominal constraints, total: 832
nominal constraints per atom: 8.67
degrees of freedom: 288
independent constraints, all bends: 285
independent constraints, O bends only: 285
independent constraints, Hf bends only: 285
independent constraints, no bends: 224
redundant constraints, all bends: 547
free motions, no bends (3 translations included): 64
NEGLECTED EFFECTS (constraints per atom)
O bends only: 5.00
Hf bends only: 6.00
no bends: 2.33
Hf 6 and O 3, mean coordination: 4.00 bonds
Hf 6 and O 3, nominal constraints: 7.00
film thickness: 2.0 nm
rough Hf-O bond length: 0.21 nm
bond ends lost at two bare faces: 5.25 %
bare film mean coordination, formula: 4.42 bonds
bare film mean coordination, sampled: 4.42 bonds
bare film constraints, linear formula: 8.05
bare film constraints, sampled: 8.08
```
